# Width of the polarization gate formed by two counter-rotating Gaussian pulses

## The physical situation

An intense, linearly polarized laser pulse pulls electrons out of gas atoms near each crest of its field. Within the following cycle, some of these electrons return to their parent ions and emit extreme-ultraviolet light. Crests follow one another every half cycle, so a pulse of several cycles produces a train of attosecond bursts. To obtain a single burst, emission must be confined to about one half cycle.

Polarization offers a way. In an elliptically polarized field the electron is also pushed sideways and tends to miss the ion, so the yield falls as the ellipticity grows. If the light is nearly circular at first, nearly linear for a short time, and nearly circular again, efficient emission is restricted to the middle interval, the polarization gate. Two circular pulses of opposite handedness, one delayed, produce such a field. How long is the gate?

## Fields and conventions

Let $T_d>0$ be the delay between the pulse centres, with $t=0$ halfway between them. Both pulses have carrier frequency $\omega$, equal peak amplitude and equal duration. The second pulse turns counter-clockwise, the first clockwise. Their envelopes are

$$p(t)=A\,e^{-a(t-T_d/2)^2},\qquad m(t)=A\,e^{-a(t+T_d/2)^2},\qquad a=\frac{2\ln 2}{\tau^2}.$$

Here $\tau$ is the full width at half maximum of the **intensity** of one pulse at the target. To check the factor in $a$, go a time $\tau/2$ from a pulse centre. The squared envelope has fallen by $e^{-2a\tau^2/4}=e^{-\ln 2}=1/2$, as required.

It is convenient to write the field vector as a complex number, $E_x+iE_y$. A counter-clockwise field then has a factor $e^{+i\omega t}$ and a clockwise one $e^{-i\omega t}$. Each carrier is delayed together with its envelope, so

$$E_x+iE_y=\frac{1}{\sqrt2}\left[p\,e^{i\omega(t-T_d/2)}+m\,e^{-i\omega(t+T_d/2)}\right].$$

Such a pair can be made from one linearly polarized pulse. A birefringent plate with axes at 45 degrees to the polarization splits it into two equal, perpendicular, delayed pulses. A quarter-wave plate, turned by 45 degrees from these two directions, follows. Along its axes the pulses have components proportional to $(1,1)$ and $(1,-1)$. Delaying the second component by a quarter cycle turns these into $(\cos\omega t,\sin\omega t)$ and $(\cos\omega t,-\sin\omega t)$, which are circular with opposite senses. This describes the carriers. A real plate delays the envelope of that component too, so few-cycle pulses are only approximately circular on their flanks. The gate can then shift by a fraction of a cycle, and its width can change slightly. Ideal circular pulses are assumed below.

## The ellipse at a given time

Both terms of the sum contain the factor $e^{-i\omega T_d/2}$. Taking it out gives

$$E_x+iE_y=\frac{e^{-i\omega T_d/2}}{\sqrt2}\left[p\,e^{i\omega t}+m\,e^{-i\omega t}\right].$$

The prefactor rotates the whole figure by the fixed angle $-\omega T_d/2$. In axes rotated by this angle, the real and imaginary parts of the bracket give

$$E_\parallel=\frac{p+m}{\sqrt2}\cos\omega t,\qquad E_\perp=\frac{p-m}{\sqrt2}\sin\omega t.$$

If $p$ and $m$ change little during a cycle, this is an ellipse with semi-axes $(p+m)/\sqrt2$ and $|p-m|/\sqrt2$. Since $p$ and $m$ are positive, the first is the larger. The signed ellipticity is therefore

$$\varepsilon(t)=\frac{p(t)-m(t)}{p(t)+m(t)},$$

positive when the counter-clockwise pulse dominates. The carrier phase accumulated over the delay sets the direction of the ellipse and does not enter its shape.

For few-cycle pulses the envelopes do change during a cycle, and the tip of the field vector does not trace a closed ellipse. The formula then serves as the definition of an instantaneous ellipticity through the envelopes. What this means for the electron is taken up below.

## The Gaussian ratio

Divide numerator and denominator by $m$, so that only $p/m$ is needed. Its exponent is

$$-a\left[\left(t-\tfrac{T_d}{2}\right)^2-\left(t+\tfrac{T_d}{2}\right)^2\right]=-a(-2tT_d)=2aT_dt.$$

The terms $t^2$ and $T_d^2/4$ cancel because the two pulses have the same duration. With $p/m=e^{2aT_dt}$,

$$\varepsilon=\frac{e^{2aT_dt}-1}{e^{2aT_dt}+1}=\frac{e^{aT_dt}-e^{-aT_dt}}{e^{aT_dt}+e^{-aT_dt}}=\tanh(aT_dt),$$

where the middle step multiplies top and bottom by $e^{-aT_dt}$. Inserting $a$ gives

$$\varepsilon(t)=\tanh(st),\qquad s=aT_d=\frac{2\ln2\,T_d}{\tau^2}.$$

The light is linear at $t=0$ and tends to circular on either side. Because $\tanh x\approx x$ for small $x$, $s$ is the slope of the ellipticity at the centre.

## The gate width

Let $\varepsilon_{th}$, between 0 and 1, be the ellipticity beyond which emission is regarded as switched off. The gate is the set of times with $|\varepsilon(t)|\le\varepsilon_{th}$. The hyperbolic tangent is odd and increasing, so this is one interval with edges

$$t_\pm=\pm\frac{\operatorname{artanh}\varepsilon_{th}}{s}=\pm\frac{\tau^2\operatorname{artanh}\varepsilon_{th}}{2\ln2\,T_d}.$$

Subtracting the edges cancels the 2 in the denominator:

$$W=t_+-t_-=\frac{\tau^2\operatorname{artanh}\varepsilon_{th}}{\ln2\,T_d}.$$

For a small threshold, use the series

$$\operatorname{artanh}\varepsilon_{th}=\frac12\ln\frac{1+\varepsilon_{th}}{1-\varepsilon_{th}}=\varepsilon_{th}+\frac{\varepsilon_{th}^3}{3}+\dots$$

Keeping the first term gives the result sought:

$$\boxed{W\approx\frac{\varepsilon_{th}\,\tau^2}{\ln2\;T_d}\qquad(\varepsilon_{th}^2\ll1)}$$

The neglected part, relative to this result, is $\varepsilon_{th}^2/3$ to leading order. All terms of the series are positive, so the small-threshold formula underestimates the model's gate.

A real yield falls smoothly with ellipticity. The threshold then stands for a chosen level of the yield, such as one tenth of its value in linear light. If the driving amplitude is nearly constant through the gate, $W$ is the time spent above that level. A different level gives a different width.

## Why the duration enters squared, and what the delay costs

At the gate centre each pulse is on its flank, a time $T_d/2$ from its own peak. The gate is short when one flank falls and the other rises steeply. To see this for a general even envelope $f$, put $p=f(t-T_d/2)$ and $m=f(t+T_d/2)$. Near $t=0$,

$$p-m\approx t\left[f'(-T_d/2)-f'(T_d/2)\right]=-2t\,f'(T_d/2),\qquad p+m\approx2f(T_d/2),$$

because the derivative of an even function is odd. The slope of the ellipticity is thus $-f'(T_d/2)/f(T_d/2)$, the relative steepness of the flank. For the Gaussian it is $2a(T_d/2)=aT_d=s$, as before. It grows in proportion to the delay and falls as $1/\tau^2$.

This growth is a property of the Gaussian. For $f=\operatorname{sech}\kappa t$ the slope is $\kappa\tanh(\kappa T_d/2)$, which levels off at $\kappa$. The small-threshold width then tends to $2\varepsilon_{th}/\kappa$, and more delay no longer shortens the gate. The boxed formula should therefore not be carried to delays at which the real pulse wings are not Gaussian.

In the opposite limit, $T_d\to0$, the width diverges: two coincident counter-rotating pulses of equal strength form a linearly polarized pulse, and there is no gating.

Delay also costs intensity. The cycle-averaged intensity is proportional to $(p^2+m^2)/2$. One pulse alone has the peak value $A^2/2$. At $t=0$ both squared envelopes equal $A^2e^{-2aT_d^2/4}=A^2\,2^{-(T_d/\tau)^2}$, so

$$\frac{I_{\text{gate}}}{I_{\text{one pulse}}}=2\cdot2^{-(T_d/\tau)^2}.$$

Suppose a given width $W$ is wanted at fixed threshold. Then $T_d/\tau=\varepsilon_{th}\tau/(\ln2\,W)$, so the exponent $(T_d/\tau)^2$ grows as $\tau^2$. This is why, for fixed single-pulse peak intensity, the scheme favours short pulses.

One delay has a further property. The major-axis amplitude is

$$\frac{p+m}{\sqrt2}=\sqrt2\,A\,e^{-aT_d^2/4}\,e^{-at^2}\cosh(aT_dt),$$

and its last two factors expand as $1+(a^2T_d^2/2-a)t^2+\dots$. The quadratic term vanishes for $T_d^2=2/a$, that is, for $T_d=\tau/\sqrt{\ln2}$. The driving amplitude is then flat near the gate centre.

## A worked example

Take a wavelength of 800 nm, $\tau=5.0$ fs, $T_d=6.0$ fs and $\varepsilon_{th}=0.20$. The small-threshold formula gives

$$W\approx\frac{0.20\times(5.0\ \text{fs})^2}{0.693\times6.0\ \text{fs}}=1.20\ \text{fs},$$

or 49.7 atomic units of time. With the inverse hyperbolic tangent the width is 1.22 fs. The difference is 1.37 percent of the smaller value, close to the estimate $\varepsilon_{th}^2/3=1.33$ percent.

The width was also found without the $\tanh$ law. The two real field components were built with their carriers, their negative frequencies were removed, and the ellipticity was read from the resulting complex amplitudes. This gave 1.2187 fs, equal to the formula in all printed digits.

The optical period is 2.669 fs and the half period 1.334 fs. The gate is shorter than the spacing of the crests, so it can contain at most one. Whether it contains one depends on the carrier phase: if that phase varies evenly from shot to shot, a crest lies inside in a fraction $1.219/1.334\approx0.91$ of the shots. A sharp threshold is assumed in this count.

The cycle-averaged gate-centre intensity is 0.737 of the peak of one circular pulse. The field at a crest is nevertheless the larger one: the light is linear there, and its amplitude $\sqrt2\,A\,e^{-aT_d^2/4}$ is $2\cdot2^{-(T_d/\tau)^2/2}=1.21$ times the peak field $A/\sqrt2$ of one circular pulse. The chosen delay is almost the flat-top value, 6.006 fs, so the driving amplitude has nearly zero curvature there. The numerical output lists these values together with those used below.

## Unequal pulses and residual dispersion

**Unequal intensities.** Let the second pulse have $R$ times the peak intensity of the first. The amplitude ratio gains a factor $\sqrt R=e^{(\ln R)/2}$. Since $\varepsilon=\tanh[\tfrac12\ln(p/m)]$,

$$\varepsilon(t)=\tanh\left(st+\tfrac14\ln R\right).$$

The curve is displaced without a change of shape. The width stays the same, and the centre moves to

$$t_0=-\frac{\ln R}{4s}=-\frac{\tau^2\ln R}{8\ln2\,T_d}.$$

A stronger second pulse balances the first one earlier, hence the minus sign. For $R=1.10$ the shift is $-0.072$ fs, small compared with the gate.

**Residual dispersion.** Suppose that both pulses, of duration $\tau$ when free of chirp, acquire the same quadratic spectral phase $D\Omega^2/2$, where $\Omega$ is the frequency measured from the carrier. The spectrum of $e^{-at^2}$ is proportional to $e^{-\Omega^2/(4a)}$. The added phase therefore replaces $a$ by a complex $a'$ with

$$\frac1{4a'}=\frac1{4a}-\frac{iD}{2}\quad\Rightarrow\quad a'=\frac{a}{1-2iaD},\qquad \operatorname{Re}a'=\frac{a}{1+4a^2D^2}.$$

The real part fixes the magnitude of the envelope, which is still Gaussian, with

$$\tau'^2=\tau^2\left[1+\left(\frac{4\ln2\,D}{\tau^2}\right)^2\right].$$

The imaginary part gives each pulse a phase quadratic in time about its own centre. The difference of the two phases is linear in $t$, so the ellipse turns steadily while its axis ratio still follows from the magnitudes. The width of the light's gate is multiplied by $\tau'^2/\tau^2$. The turning, at the rate $|\operatorname{Im}a'|\,T_d$, also pushes a returning electron sideways. For $|D|=3$ fs$^2$ in the example this rate is 0.10 rad/fs. It moves the crest gate of the electron treated below by about 0.14 fs, earlier or later according to the sign of $D$, and changes its width by one or two percent.

For $D=3.0$ fs$^2$ the bracket is $1+(4\times0.693\times3.0/25)^2=1.11$. The pulse lengthens from 5.0 to 5.27 fs, and the gate from 1.22 to 1.35 fs. This small dispersion makes the light's gate slightly longer than the half period, so two crests can fit inside, though only for one or two percent of the carrier phases. If $\tau$ has been measured at the target, the stretching is already in it and must not be counted again.

## What the electron experiences

The ellipticity changes by about $s\times1.334\ \text{fs}=0.44$ in half a period, with $s=0.333$ fs$^{-1}$. This exceeds the threshold itself. An electron that spends more than half a period away from the ion does not see one fixed ellipticity, so the link between the light's gate and the emission has to be examined.

Use classical motion in atomic units, without the force of the ion. Let the major-axis field have constant amplitude $M$ and a crest at $t_c$. The electron starts 18 degrees of phase after the crest, at rest along the major axis. Write times as $t=t_c+u$, with start $u_b$ and return $u_r$. Since $M$ is constant, $u_b$ and $u_r$ do not depend on $t_c$.

Let the minor-axis field be $N(t)\sin\omega u$. The electron has charge $-1$, so its sideways acceleration is $-N\sin\omega u$. An acceleration at time $u$ adds a velocity that acts for the remaining time $u_r-u$. With starting velocity $v$, the sideways position at return is

$$y=v(u_r-u_b)-\int_{u_b}^{u_r}(u_r-u)\,N(t_c+u)\sin\omega u\,du.$$

The electron meets the ion if $y=0$, which fixes the $v$ it needs. Assume that the yield is governed by the size of this needed velocity. Define

$$I_0=\int_{u_b}^{u_r}(u_r-u)\sin\omega u\,du,\qquad I_1=\int_{u_b}^{u_r}u\,(u_r-u)\sin\omega u\,du.$$

For a constant ellipse at threshold, $N=\varepsilon_{th}M$ and

$$v_{th}=\frac{M\varepsilon_{th}I_0}{u_r-u_b}.$$

In the gate, use the linear ramp $N=Ms(t_c+u)$. Then

$$v=\frac{Ms\,(t_cI_0+I_1)}{u_r-u_b}.$$

To fix the sign of $I_0$, integrate by parts with $\theta=\omega u$:

$$\omega^2I_0=(\theta_r-\theta_b)\cos\theta_b+\sin\theta_b-\sin\theta_r.$$

The computed excursion lasts 1.734 fs, so $\theta_r-\theta_b=2\pi\times1.734/2.669=4.08$. With $\theta_b=0.314$ this gives $\omega^2I_0\approx5.1$, which is positive. The condition $|v|\le v_{th}$ becomes

$$\left|t_c+\frac{I_1}{I_0}\right|\le\frac{\varepsilon_{th}}{s}.$$

The permitted crest times span $2\varepsilon_{th}/s=\varepsilon_{th}\tau^2/(\ln2\,T_d)$, the same width as before. Their centre is at $-I_1/I_0$, here $-0.558$ fs. The favoured crest comes before the moment of linear polarization, because $I_1$ is positive for this trajectory. The size of the shift depends on the starting phase. An electron that starts exactly at the crest returns one full period later; $I_1$ then vanishes by symmetry, and so does the shift.

These statements hold for a constant driving amplitude and a linear ramp. With the full Gaussian fields, the same trajectory calculation gives a width of 1.222 fs and a centre at $-0.560$ fs. The width differs by 0.27 percent from that of the light's gate. This small figure depends on the starting condition: an electron at rest along the instantaneous field, instead of along the major axis, gives 1.212 fs and $-0.552$ fs. For this trajectory, and at this delay, where the driving amplitude is nearly flat, rapid variation of the ellipticity mainly shifts the gate in crest time. Other delays were not computed. Electrons starting at another phase have other values of $I_1/I_0$ and hence another shift.

## Comparison with a real source

The example lies in the regime of Ti:sapphire pulses compressed after a gas-filled hollow fibre, for which about 5 fs near 800 nm is a rough typical value. A threshold of 0.2 is also a rough figure; it depends on the harmonic order, the gas and the chosen yield level, and $W$ changes almost in proportion to it. Real compressed pulses depart from the model through uncompensated spectral phase and non-Gaussian wings. For a purely quadratic spectral phase, the example gives an 11 percent wider gate at 3 fs$^2$, with the spectrum and delay held fixed. Higher-order phase can make the pulse asymmetric and also shift the gate. In that case, and for non-Gaussian wings, the gate should be found from the measured envelope: form the two delayed copies $p(t)$ and $m(t)$ and insert them in $\varepsilon=(p-m)/(p+m)$.

The width describes the light and does not by itself predict the harmonic yield. The first pulse reaches the gas before the gate opens and may ionize much of it. How much depends on the gas and the absolute intensity, neither of which is specified here. A design that aims at one burst therefore has to consider the gate width, the carrier phase and the ionization by the leading pulse together. Consider first electrons with one given starting phase. With a sharp threshold, a gate shorter than half a period admits at most one crest, whatever the carrier phase. If the phase is held so that a crest lies at the shifted centre, the neighbouring crests are half a period away on either side, and a gate of up to nearly a full period still admits only one. Electrons with other starting phases have other shifted centres, so these limits do not by themselves guarantee a single burst from all electrons together. Because a real yield falls smoothly, a shorter gate suppresses these neighbours better. In either case the leading pulse must be weak enough to leave neutral atoms for the gate.

## Computed values

```
wavelength: 800 nm
pulse duration tau: 5.0 fs
delay Td: 6.0 fs
threshold ellipticity: 0.20
optical period: 2.669 fs
half period: 1.334 fs
gate width, small-threshold formula: 1.2022 fs
same width in atomic units: 49.70 a.u.
gate width, artanh formula: 1.2187 fs
gate width, measured on real field: 1.2187 fs
measured width above small-threshold formula: 1.37 percent
leading error estimate eps_th^2/3: 1.33 percent
long-pulse axis ratio at predicted edge: 0.2003
ellipticity slope at centre: 0.3327 per fs
slope times half period: 0.444
gate-centre intensity / one-pulse peak: 0.7371
delay for zero central curvature: 6.006 fs
assumed intensity ratio, second/first: 1.10
gate shift from this imbalance: -0.0716 fs
assumed residual dispersion: 3.0 fs^2
pulse duration with dispersion: 5.269 fs
gate width with dispersion: 1.3536 fs
gate widening from dispersion: 11.07 percent
electron excursion time, constant ellipse: 1.734 fs
crest-gate width, linear ramp: 1.2022 fs
crest-gate centre, linear ramp: -0.5581 fs
crest-gate width, full field: 1.2219 fs
crest-gate centre, full field: -0.5597 fs
full-field crest gate relative to light gate: 0.27 percent
```
